# Large-momentum expansion of B0(p², m, 0) by the method of regions

## Problem

A particle of mass $m$ and a massless particle form a one-loop bubble with external four-momentum $p$. In atomic units ($\hbar=m_e=e=1$, $c=1/\alpha$) the mass enters the propagator as the momentum $M=mc$. With $d=4-2\epsilon$ and metric $k^2=(k^0)^2-\mathbf k^2$, define

$$
B_0=(\mu^2e^{\gamma})^{\epsilon}\int\frac{d^dk}{i\pi^{d/2}}\,
\frac{1}{[k^2-M^2+i0]\,[(k+p)^2+i0]},
$$

where $\gamma$ is Euler's constant and $\mu$ the renormalization scale, a momentum. Let $|p^2|\gg M^2$ and use

$$
r=\frac{M^2}{p^2},\qquad L_p=\ln\frac{-p^2-i0}{\mu^2},\qquad L_m=\ln\frac{M^2}{\mu^2}.
$$

1. Find the contributions of the hard region ($k\sim p$) and of the soft region (massive line with $k\sim M$) through order $m^4$, that is, through $r^2$.
2. Determine at which orders the regions have poles in $\epsilon$, which poles cancel, and which logarithms remain.
3. Compare with the exact integral and bound the error.
4. Evaluate this scalar integral for the masses of an electron and a photon, with $c\sqrt{|p^2|}=5.0\times10^6$ eV and $c\mu=1.0\times10^6$ eV, for both signs of $p^2$.

## Solution

### Euclidean form and the two regions

Take $p$ spacelike first, $p^2=-P^2<0$. The rotation $k^0=iK^0$ gives $d^dk=i\,d^dK$ and $k^2=-K^2$. The two minus signs of the denominators cancel, so

$$
B_0=(\mu^2e^\gamma)^\epsilon\int\frac{d^dK}{\pi^{d/2}}\,
\frac{1}{(K^2+M^2)(K+P)^2},\qquad r=-\frac{M^2}{P^2}.
$$

Divide the integration at $|K|=\Lambda$ with $M\ll\Lambda\ll P$. Above $\Lambda$ the massive propagator may be expanded in $M^2/K^2$. This holds also near $K=-P$, where the massless line is soft, so that corner needs no region of its own. Below $\Lambda$ the massless propagator may be expanded in $K/P$.

Let $T_h$ and $T_s$ denote these expansions of the integrand $I$. Extending each integral to all $K$ and subtracting what was added gives

$$
\int I=\int T_hI+\int T_sI-\int T_hT_sI .
$$

The subtraction combines into one term because the two expansions commute. After the angular integration, every term of $T_hT_sI$ is a pure power of $K$. In dimensional regularization, with each part continued from the dimensions where it converges,

$$
\int_0^\Lambda K^{s-1}dK=\frac{\Lambda^s}{s},\qquad
\int_\Lambda^\infty K^{s-1}dK=-\frac{\Lambda^s}{s},
$$

so such a scaleless integral vanishes. The full integral is therefore the hard part plus the soft part, each taken over all $K$.

Both parts use the standard integral

$$
\int\frac{d^dK}{\pi^{d/2}}\frac{1}{(K^2+D)^s}=\frac{\Gamma(s-d/2)}{\Gamma(s)}D^{d/2-s}. \tag{1}
$$

### Hard region

Insert $1/(K^2+M^2)=\sum_n(-M^2)^n/(K^2)^{n+1}$. For the $n$th term use the Feynman parameter formula

$$
\frac{1}{A^{n+1}B}=(n+1)\int_0^1\frac{x^n\,dx}{[xA+(1-x)B]^{n+2}},
$$

with $A=K^2$ and $B=(K+P)^2$. The bracket is $(K+(1-x)P)^2+x(1-x)P^2$. Shifting $K$ and applying (1) with $s=n+2$ gives

$$
\frac{\Gamma(n+\epsilon)}{n!}(P^2)^{-n-\epsilon}
\int_0^1x^{-\epsilon}(1-x)^{-n-\epsilon}dx,
$$

since $(n+1)/\Gamma(n+2)=1/n!$. The $x$ integral is a beta function. With $(-M^2)^n(P^2)^{-n}=r^n$, the hard coefficient of $r^n$ is

$$
H_n=e^{\gamma\epsilon-\epsilon L_p}\,
\frac{\Gamma(n+\epsilon)\Gamma(1-\epsilon)\Gamma(1-n-\epsilon)}{n!\,\Gamma(2-n-2\epsilon)} .
$$

To expand it, collect the Gamma functions in

$$
E=e^{\gamma\epsilon}\frac{\Gamma(1+\epsilon)\Gamma(1-\epsilon)^2}{\Gamma(1-2\epsilon)}=1+O(\epsilon^2).
$$

The linear term is absent because $\ln\Gamma(1+x)=-\gamma x+O(x^2)$ and $\gamma-\gamma+2\gamma-2\gamma=0$.

For $n=0$, use $\Gamma(\epsilon)=\Gamma(1+\epsilon)/\epsilon$ and $\Gamma(2-2\epsilon)=(1-2\epsilon)\Gamma(1-2\epsilon)$:

$$
H_0=\frac{E\,e^{-\epsilon L_p}}{\epsilon(1-2\epsilon)}=\frac1\epsilon+2-L_p+O(\epsilon).
$$

For $n=1$, use $\Gamma(-\epsilon)=-\Gamma(1-\epsilon)/\epsilon$:

$$
H_1=-\frac{E\,e^{-\epsilon L_p}}{\epsilon}=-\frac1\epsilon+L_p+O(\epsilon).
$$

For $n=2$, use $\Gamma(2+\epsilon)=(1+\epsilon)\Gamma(1+\epsilon)$, $\Gamma(-1-\epsilon)=\Gamma(1-\epsilon)/[\epsilon(1+\epsilon)]$ and $1/\Gamma(-2\epsilon)=-2\epsilon/\Gamma(1-2\epsilon)$:

$$
H_2=\frac12\cdot\frac1\epsilon\cdot(-2\epsilon)\,E\,e^{-\epsilon L_p}=-1+O(\epsilon).
$$

### Soft region

For $K\ll P$,

$$
\frac1{(K+P)^2}=\frac1{P^2}-\frac{2K\cdot P+K^2}{P^4}+\frac{4(K\cdot P)^2}{P^6}+\dots
$$

Terms odd in $K$ integrate to zero. By rotational symmetry $(K\cdot P)^2\to K^2P^2/d$, so the quadratic terms combine to

$$
\Big(\frac4d-1\Big)\frac{K^2}{P^4}=\frac{\epsilon}{2-\epsilon}\,\frac{K^2}{P^4}.
$$

The next even terms contribute at order $M^6$. Under the integral $K^2/(K^2+M^2)=1-M^2/(K^2+M^2)$ may be replaced by $-M^2/(K^2+M^2)$, because the integral of 1 is scaleless. Equation (1) with $s=1$ then gives the soft part

$$
(\mu^2e^\gamma)^\epsilon\,\frac{\Gamma(\epsilon-1)(M^2)^{1-\epsilon}}{P^2}
\left[1-\frac{\epsilon}{2-\epsilon}\frac{M^2}{P^2}\right]
=rS_1+r^2S_2 .
$$

Since $M^2/P^2=-r$ and $\Gamma(\epsilon-1)=-\Gamma(1+\epsilon)/[\epsilon(1-\epsilon)]$,

$$
S_1=\frac{e^{\gamma\epsilon}\Gamma(1+\epsilon)e^{-\epsilon L_m}}{\epsilon(1-\epsilon)}
=\frac1\epsilon+1-L_m+O(\epsilon),
$$

$$
S_2=\frac{\epsilon}{2-\epsilon}S_1=\frac12+O(\epsilon).
$$

### Sum, poles and logarithms

Adding the two regions order by order gives

$$
B_0=\frac1\epsilon+2-L_p+r\,(1+L_p-L_m)-\frac{r^2}{2}+O(r^3), \tag{2}
$$

with terms that vanish as $\epsilon\to0$ dropped. The three orders behave differently.

- **Order $r^0$.** The pole is the ultraviolet divergence of $B_0$ itself. It has no soft partner and is removed by renormalization.
- **Order $r$.** The poles $-1/\epsilon$ and $+1/\epsilon$ cancel. The scale $\mu$ drops out, leaving $L_p-L_m=\ln[(-p^2-i0)/M^2]$.
- **Order $r^2$, or $m^4$.** Neither region has a pole, and the finite result has no logarithm. The soft part is nevertheless needed: its $1/2$ is a factor $\epsilon$ from the angular average times the tadpole pole.

The last statement concerns the limit $\epsilon\to0$. If $B_0$ is multiplied by another $1/\epsilon$, its $O(\epsilon)$ terms matter, and $H_2$ contains $+\epsilon L_p$.

The cancelling poles have different origins. The hard integrand at order $M^2$ behaves as $d^dK/K^4$ at small $K$, so $H_1$ has an infrared pole. In the soft region, $1/(K^2+M^2)=1/K^2-M^2/[K^2(K^2+M^2)]$. The first term is scaleless and the second diverges logarithmically at large $K$, so $S_1$ has an ultraviolet pole.

The cut at $\Lambda$ shows the same thing in four dimensions. There $1/(K+P)^2$ is harmonic away from its singularity, and its average over directions is $1/\max(K^2,P^2)$. With $t=K^2$ and $d^4K/\pi^2\to t\,dt$, the mass-dependent part of $B_0$ is

$$
\int_0^\infty\frac{t\,dt}{\max(t,P^2)}\left[\frac1{t+M^2}-\frac1t\right]
=-M^2\int_0^\infty\frac{dt}{(t+M^2)\max(t,P^2)} .
$$

At leading order, $t<\Lambda^2$ gives $-(M^2/P^2)\ln(\Lambda^2/M^2)$. The range $t>\Lambda^2$ gives $-(M^2/P^2)[\ln(P^2/\Lambda^2)+1]$, where the 1 comes from $t>P^2$. The cut disappears from the sum $r[\ln(P^2/M^2)+1]$. The logarithm thus builds up between the momenta $M$ and $P$.

### Exact integral and error

With $1/(AB)=\int_0^1dx\,[xA+(1-x)B]^{-2}$ and (1) for $s=2$,

$$
B_0=e^{\gamma\epsilon}\Gamma(\epsilon)\int_0^1dx\left(\frac{D}{\mu^2}\right)^{-\epsilon},\qquad
D=x\,[M^2-(1-x)p^2]-i0 .
$$

Because $e^{\gamma\epsilon}\Gamma(\epsilon)=1/\epsilon+O(\epsilon)$, the finite part is $-\int_0^1\ln(D/\mu^2)\,dx$. The factor $x$ in $D$ contributes $-\int_0^1\ln x\,dx=1$. For the other factor set $w=M^2-(1-x)p^2$, so that $dx=dw/p^2$:

$$
\frac1{p^2}\int_{M^2-p^2}^{M^2}\ln\frac{w}{\mu^2}\,dw
=rL_m+(1-r)\ln\frac{M^2-p^2}{\mu^2}-1 .
$$

For $|r|<1$, $M^2-p^2=-p^2(1-r)$ with $1-r>0$, and the last logarithm is $L_p+\ln(1-r)$. Hence

$$
B_0^{\rm fin}=2-L_p+r(L_p-L_m)-(1-r)\ln(1-r). \tag{3}
$$

Expanding the last term,

$$
-(1-r)\ln(1-r)=(1-r)\sum_{n\ge1}\frac{r^n}{n}
=r-\sum_{n\ge2}\frac{r^n}{n(n-1)},
$$

which reproduces (2). The remainder after $r^2$ is $-\sum_{n\ge3}r^n/[n(n-1)]$.

For spacelike $p^2$, $r<0$ and the series alternates with decreasing terms, so the remainder lies between 0 and $|r|^3/6$. For timelike $p^2>M^2$ it is negative, and its size is below $r^3/[6(1-r)]$. As $|p^2|$ approaches $M^2$ the remainder, $-(1-r)\ln(1-r)-r+r^2/2$, stays finite: it tends to $\tfrac32-2\ln2$ at $r=-1$ and to $-\tfrac12$ at $r=1$, although the timelike bound grows without limit there. For $|p^2|<M^2$ the series diverges.

For timelike $p^2>M^2$ the prescription gives $L_p=\ln(p^2/\mu^2)-i\pi$. Equation (3) then yields

$$
\operatorname{Im}B_0=\pi(1-r).
$$

This is already complete at order $r$. The factor $1-r$ is the phase space for a massive and a massless particle on shell, and it closes at the threshold $p^2=M^2$.

### Electron and photon in the loop

The numbers below are values of the scalar integral $B_0$, not of the electron self-energy, which also contains an integral with the loop momentum in the numerator. The electron rest energy is 510998.95 eV, rounded to 510999 eV where it is written out below. For spacelike $p$,

$$
r=-\left(\frac{510999}{5000000}\right)^2=-0.0104448,
$$

$$
L_p=\ln25=3.218876,\qquad L_m=2\ln0.510999=-1.342775 .
$$

Evaluated with the unrounded $r$, $L_p$ and $L_m$, the contributions to the finite part are

$$
\begin{aligned}
r^0:&\quad 2-L_p=-1.21887582,\\
r^1:&\quad r\,(1+L_p-L_m)=-0.05809032,\\
r^2:&\quad -\tfrac12r^2=-0.00005455 .
\end{aligned}
$$

Their sum is $-1.27702069$, while the exact value is $-1.27702050$. The absolute difference, exact minus expansion, is $1.889\times10^{-7}$, just below the bound $|r|^3/6=1.899\times10^{-7}$.

The mass logarithm collects between the lengths $1/M=3.86\times10^{-3}$ angstrom and $1/P=3.95\times10^{-4}$ angstrom.

For timelike $p$, $r$ changes sign and $L_p$ acquires $-i\pi$:

$$
\operatorname{Re}B_0^{\rm fin}=-1.21887582+0.05809032-0.00005455=-1.16084005,
$$

$$
\operatorname{Im}B_0=\pi(1-0.0104448)=3.108779 .
$$

The real part of the exact value lies $1.909\times10^{-7}$ below the expansion.

The spacelike remainder begins as $\frac{|r|^3}{6}\left(1-\frac{|r|}{2}\right)$. Doubling $P$ divides $|r|$ by 4, so the error falls by about $64\left(1-\frac{3|r|}{8}\right)$, with $|r|$ taken at the smaller momentum. The computed factors are 63.02 from $2.5\times10^6$ to $5.0\times10^6$ eV and 63.75 from there to $1.0\times10^7$ eV, approaching 64 as this estimate requires.

The numerical check compares the sum of the regions with a direct momentum integral in a non-integer dimension, and (3) with quadrature for both signs of $p^2$.

## Table of computed values

```
electron rest energy: 510999.0 eV
c*sqrt(|p^2|): 5000000.0 eV
c*mu: 1000000.0 eV
length 1/M: 3.861593e-03 angstrom
length 1/sqrt(|p^2|): 3.946540e-04 angstrom
r, spacelike: -0.01044480 dimensionless
Lp, spacelike: 3.21887582 dimensionless
Lm: -1.34277548 dimensionless
order r^0 hard pole coefficient: 1.0000 dimensionless
order r^0 soft pole coefficient: 0.0000 dimensionless
order r^0 hard finite coefficient: -1.21887582 dimensionless
order r^0 soft finite coefficient: 0.00000000 dimensionless
order r^0 finite contribution, spacelike: -1.2188758249 dimensionless
order r^1 hard pole coefficient: -1.0000 dimensionless
order r^1 soft pole coefficient: 1.0000 dimensionless
order r^1 hard finite coefficient: 3.21887582 dimensionless
order r^1 soft finite coefficient: 2.34277548 dimensionless
order r^1 finite contribution, spacelike: -0.0580903195 dimensionless
order r^2 hard pole coefficient: 0.0000 dimensionless
order r^2 soft pole coefficient: 0.0000 dimensionless
order r^2 hard finite coefficient: -1.00000000 dimensionless
order r^2 soft finite coefficient: 0.50000000 dimensionless
order r^2 finite contribution, spacelike: -0.0000545469 dimensionless
spacelike sum through r^0: -1.2188758249 dimensionless
exact minus sum through r^0: -5.8145e-02 dimensionless
spacelike sum through r^1: -1.2769661444 dimensionless
exact minus sum through r^1: -5.4358e-05 dimensionless
spacelike sum through r^2: -1.2770206913 dimensionless
exact minus sum through r^2: 1.8892e-07 dimensionless
spacelike exact finite B0: -1.2770205023 dimensionless
spacelike error bound |r|^3/6: 1.8991e-07 dimensionless
timelike real part, expansion: -1.1608400523 dimensionless
timelike real part, exact: -1.1608402432 dimensionless
timelike real part, exact minus expansion: -1.9091e-07 dimensionless
timelike imaginary part, expansion: 3.1087793557 dimensionless
timelike imaginary part, exact: 3.1087793557 dimensionless
spacelike error at 2.50e+06 eV: 1.1907e-05 dimensionless
spacelike error at 5.00e+06 eV: 1.8892e-07 dimensionless
spacelike error at 1.00e+07 eV: 2.9635e-09 dimensionless
error ratio, first doubling: 63.02 dimensionless
error ratio, second doubling: 63.75 dimensionless
```
